# Error growth and repair when iterating X² and 2X − X²

## Problem

For independent electrons at zero temperature, with a gap above the highest occupied orbital, the one-particle density matrix in an orthonormal basis is a projector. Purification methods build it from a Hamiltonian by matrix multiplications, and in large systems small matrix elements are dropped on the way to keep the matrices sparse. Each such truncation is an error, and the later steps may amplify it, keep it or remove it. This exercise asks which of these happens for the two maps

$$S(X)=X^2,\qquad H(X)=2X-X^2 .$$

Let $P$ be a Hermitian projector of rank $N$ in an orthonormal basis of dimension $M$, with $0<N<M$, and let $Q=1-P$. The range of $P$ is called occupied, that of $Q$ virtual. Write $X=P+D$ with a small Hermitian error $D$. The norm $\|\cdot\|$ is the spectral norm, which for a Hermitian matrix is the largest absolute eigenvalue. The letter $H$ denotes the map; the Hamiltonian is written $h$. A word such as $SSH$ lists maps in the order in which they are applied, from left to right.

1. Linearize both maps at $P$. Find the factor by which each multiplies the occupied block $PDP$, the mixed blocks $PDQ$ and $QDP$, and the virtual block $QDQ$. Bound the remainder.
2. Find the linearization of a word made of one repeated map, and of a word containing both maps.
3. Go beyond first order. What becomes of the eigenvalues of $X$ if one map is repeated? How small must $\|D\|$ be to guarantee that repeated pairs $SH$ lead to a projector of rank $N$?
4. Which projector is reached, does the idempotency defect $X^2-X$ reveal its error, and what does that error cost in energy?
5. Suppose a fresh error enters after every step. Examine the claim that only strict alternation of $S$ and $H$ is stable.
6. Apply the results to an open chain of 30 sites with repeating on-site energies $-0.3$, $0$, $0.1$ hartree, nearest-neighbour hopping $-0.1$ hartree and 10 occupied spinless orbitals. The initial error comes from dropping all elements of $P$ smaller than $10^{-3}$ in absolute value.

## Solution

### 1. One step

Matrices need not commute, so the order of factors must be kept. Using $P^2=P$,

$$S(P+D)=(P+D)(P+D)=P+PD+DP+D^2 .$$

Subtracting this from $2(P+D)$ gives

$$H(P+D)=P+2D-PD-DP-D^2 .$$

Both expansions are complete, because the maps are quadratic. The terms linear in $D$ are the derivatives at $P$:

$$L_S(D)=PD+DP,\qquad L_H(D)=2D-PD-DP .$$

To find their action on the blocks, multiply from both sides by $P$ or $Q$, with $PQ=QP=0$. For $S$,

$$P\,L_S(D)\,P=PDP+PDP=2\,PDP,$$
$$P\,L_S(D)\,Q=PDQ+PDPQ=PDQ,$$
$$Q\,L_S(D)\,Q=QPDQ+QDPQ=0 .$$

The block $QDP$ behaves like $PDQ$: only the term $DP$ survives, with factor 1. Since $L_H(D)=2D-L_S(D)$, each factor of $H$ is 2 minus the factor of $S$:

| block | $S$ | $H$ |
|---|---|---|
| occupied, $PDP$ | 2 | 0 |
| mixed, $PDQ$ and $QDP$ | 1 | 1 |
| virtual, $QDQ$ | 0 | 2 |

So $S$ doubles the occupied error and removes the virtual one to first order, and $H$ does the reverse. For a single occupation number this is ordinary calculus: $x^2$ has slope 2 at $x=1$ and slope 0 at $x=0$, while $2x-x^2$ has these slopes exchanged.

The remainder is $+D^2$ for $S$ and $-D^2$ for $H$. Its norm is at most $\|D\|^2$, and the same bound holds for each of its blocks, because multiplying by a projector cannot increase the norm.

The derivatives are linear maps on the space of all $M\times M$ matrices, of dimension $M^2$. The occupied block has $N^2$ entries, the two mixed blocks together $2N(M-N)$, and the virtual block $(M-N)^2$. These are the multiplicities of the eigenvalues 2, 1, 0 of $L_S$, and of 0, 1, 2 of $L_H$.

### 2. Several steps

Both maps leave $P$ fixed, since $P^2=P$ and $2P-P^2=P$. By the chain rule, the derivative of a word at $P$ is then the product of the derivatives of its letters, all taken at the same point $P$. Each letter multiplies each block by a number, so the factors of a word are products of the numbers in the table, and their order does not matter.

A word of $n$ letters $S$ has the factors $(2^n,1,0)$ for the occupied, mixed and virtual blocks. A word of $n$ letters $H$ has $(0,1,2^n)$. A word containing both letters has a factor 0 in each diagonal block, so its derivative is

$$T(D)=PDQ+QDP .$$

One occurrence of each map is enough to remove both diagonal blocks to first order. The second-order remainder is small only for short runs: $n$ letters $S$ turn an occupied eigenvalue error $e$ into about $2^ne$, and the following $H$ leaves about $-(2^ne)^2$. The words $SH$, $HS$ and $SSH$ all have this derivative.

The mixed blocks survive because of what they mean. A matrix $P+\eta T(D)$ with small $\eta$ is idempotent up to order $\eta^2$: inserting $T(D)$ into the expansion of $S$ gives $L_S(T(D))=T(D)$, so squaring changes nothing at first order. A mixed error therefore turns the occupied space into a slightly different one. A map that leaves every projector fixed has no means of telling that the new space is the wrong one.

### 3. Beyond first order

Since $X$ is Hermitian and the maps are polynomials in $X$, the eigenvectors of $X$ are kept and each eigenvalue $\lambda$ evolves by itself. The eigenvalues of $X$ and $P$, listed in order, differ by at most $\|D\|$. Hence $N$ eigenvalues lie within $\|D\|$ of 1 and $M-N$ within $\|D\|$ of 0.

**One map repeated.** Squaring $n$ times gives

$$\lambda\to\lambda^{2^n}.$$

An occupied eigenvalue slightly below 1 falls to 0, and one slightly above 1 grows without limit. For the other map, note that $1-(2\lambda-\lambda^2)=(1-\lambda)^2$. The hole occupation $1-\lambda$ is squared at each step, so that

$$\lambda\to 1-(1-\lambda)^{2^n}.$$

A virtual eigenvalue slightly above 0 is filled up to 1, and one slightly below 0 runs to $-\infty$. The linear growth by $2^n$ is the early part of these laws; it fails once $2^n$ times the eigenvalue error is no longer small.

**Pairs.** Applying $S$ and then $H$ gives

$$p(\lambda)=1-(1-\lambda^2)^2=2\lambda^2-\lambda^4 .$$

For an occupied eigenvalue $\lambda=1+e$ we have $\lambda^2-1=e(2+e)$, and for a virtual one $\lambda=e$, so

$$p(1+e)-1=-e^2(2+e)^2\approx-4e^2,\qquad p(e)=2e^2-e^4 .$$

The error of each eigenvalue is squared, up to a factor, by each pair. This is the quadratic repair of idempotency.

To see how far it reaches, factorize

$$p(\lambda)-\lambda=-\lambda(\lambda^3-2\lambda+1)=-\lambda(\lambda-1)(\lambda^2+\lambda-1).$$

Besides 0 and 1 there is one fixed point between them, $g=(\sqrt5-1)/2\approx0.618$, which satisfies $g^2=1-g$. On $[0,1]$ the function $p$ increases, because $p'(\lambda)=4\lambda(1-\lambda^2)\ge0$. Iterates therefore cannot jump over a fixed point in this interval.

- For $g<\lambda<1$ the factorization gives $p(\lambda)>\lambda$. The iterates rise and converge to 1.
- For $0<\lambda<g$ it gives $p(\lambda)<\lambda$. The iterates fall and converge to 0. Since $p$ is even, the same limit holds for $-g<\lambda<0$.
- For $\lambda>1$ the first pair leads to $p(\lambda)=1-(\lambda^2-1)^2<1$. This lies above $g$ if $(\lambda^2-1)^2<1-g=g^2$, that is, if $\lambda^2<1+g$.

Occupied eigenvalues thus converge to 1 if they lie between $g$ and $\sqrt{1+g}\approx1.272$, and virtual ones converge to 0 if they lie between $-g$ and $g$. The tightest of these limits is the upper one for occupied levels, so convergence to a projector of rank $N$ is guaranteed for

$$\|D\|<\sqrt{\tfrac{1+\sqrt5}{2}}-1\approx0.272 .$$

An occupied eigenvalue just above $1.272$ is sent just below $g$ and is then lost. No larger bound that uses the norm alone can hold.

The order $HS$ has the same bound. From $H(x)=1-S(1-x)$ and $S(y)=1-H(1-y)$ one finds $S(H(x))=1-p(1-x)$, which is the pair above with the roles of occupied and virtual levels exchanged.

### 4. The projector that is reached

Within the bound, the limit $Z$ of the pairs has the eigenvectors of $X$, with eigenvalue 1 for the $N$ levels near 1 and 0 for the others. It is the spectral projector of the erroneous matrix $X$, and in general it differs from $P$.

The difference follows from a single pair. Let $X_1$ be the matrix after one pair. By section 2, $X_1=P+T(D)+O(\|D\|^2)$. By section 3, $X_1$ and $Z$ share their eigenvectors and their eigenvalues differ by $O(\|D\|^2)$, so $X_1-Z=O(\|D\|^2)$. Together,

$$Z=P+T(D)+O(\|D\|^2).$$

**The defect.** Inserting $X=P+D$ gives

$$X^2-X=PD+DP-D+D^2=PDP-QDQ+D^2 .$$

The second form holds because $PD+DP$ has block factors $(2,1,0)$ and subtracting $D$ lowers each by 1, to $(1,0,-1)$. To first order the defect measures the two diagonal errors and is blind to the mixed one. A tiny defect certifies that $X$ is close to some projector, not that it is close to $P$.

**The energy.** Let $P$ be the projector on the $N$ lowest orbitals of a fixed one-electron Hamiltonian $h$, with energies $\varepsilon_i$ (occupied) and $\varepsilon_a$ (virtual) and a gap between them. Write $K=T(D)$, $A=QDP$ and $Z=P+K+Z_2+O(\|D\|^3)$, where $Z_2$ is of second order. Such a series exists because the eigenvalues of $X$ near 1 stay separated from those near 0. The second-order part of $Z^2=Z$ reads

$$PZ_2+Z_2P+K^2=Z_2 .$$

Its occupied block is $2PZ_2P+PK^2P=PZ_2P$, hence $PZ_2P=-PK^2P=-A^\dagger A$. Its virtual block is $QZ_2Q=QK^2Q=AA^\dagger$. Electrons are moved from occupied to virtual orbitals, and their number is conserved, because $\mathrm{tr}\,AA^\dagger=\mathrm{tr}\,A^\dagger A$.

Since $h$ commutes with $P$, it has no mixed blocks, and the trace of $h$ with any mixed block vanishes. The first-order term $\mathrm{tr}(hK)$ is therefore zero, and the diagonal blocks of $Z_2$ give

$$\mathrm{tr}\,h(Z-P)=\mathrm{tr}(hAA^\dagger)-\mathrm{tr}(hA^\dagger A)+O(\|D\|^3)=\sum_{ai}|D_{ai}|^2(\varepsilon_a-\varepsilon_i)+O(\|D\|^3).$$

At leading order the energy error is positive, as the variational principle requires, and quadratic in the mixed error. Quantities whose operators have mixed blocks lack this protection: their error is in general linear in $D$.

### 5. Fresh errors and the claim about alternation

Let the same small Hermitian matrix $E$ be added after every step, starting from $X=P$. To first order, the occupied error $a$ obeys

$$a\to2a+PEP\ \text{ under }S,\qquad a\to PEP\ \text{ under }H .$$

Let the maps come in runs of $m$ letters $S$ followed by $m$ letters $H$. After a run of $H$ the occupied error is $PEP$. The following $m$ steps with $S$ double it $m$ times and add fresh errors that are themselves doubled:

$$a=\left[2^m+(2^{m-1}+\dots+2+1)\right]PEP=(2^{m+1}-1)\,PEP .$$

The next $H$ resets it to $PEP$. The virtual error has the same peak factor at the end of a run of $H$. If the fresh errors vary from step to step but have norms of at most $\epsilon$, the triangle inequality turns the result into a bound: to first order, the diagonal errors do not exceed $(2^{m+1}-1)\epsilon$, where $m$ is now the longest run.

The claim in the problem is therefore too strong. A sequence that ends in one map repeated forever is unstable as soon as errors enter the block that this map doubles, but strict alternation is not the only cure. Diagonal errors remain controlled whenever both maps keep recurring with runs of bounded length. Strict alternation, $m=1$, has the smallest worst-case factor, 3. The factor grows to 7 for $m=2$ and 31 for $m=4$.

The word "stable" also needs a limit. The mixed error has factor 1 under both maps, so after $n$ steps it is $n$ times the mixed part of $E$. No ordering of the two maps changes this. If the fresh errors vary, $n\epsilon$ is only an upper bound, and errors of random sign add up more slowly. What is stable is idempotency, while the occupied space can drift.

These estimates refer all errors to the original $P$ and need the second-order terms, of size up to about the square of the larger of the mixed error $n\|E\|$ and the diagonal peak $(2^{m+1}-1)\|E\|$, to be small compared with $\|E\|$.

### 6. The chain

The gap between the tenth and the eleventh orbital is 0.273 hartree. Dropping the small elements keeps 318 of 900 and gives $\|D\|=2.20\times10^{-3}$, far inside the convergence bound of 0.272. The trace of $D$ is zero, because no diagonal element is dropped, so the electron number gives no sign of the error. The traces of the occupied and virtual blocks cancel, and each is of second order: $\mathrm{tr}\,PDP=\mathrm{tr}\,PD$ is minus the sum of the squares of the dropped elements.

**One step.** The norms of the blocks, in units of $10^{-3}$, are:

| | occupied | mixed | virtual |
|---|---|---|---|
| start | 0.5211 | 1.1022 | 2.0717 |
| after $S$ | 1.0415 | 1.1023 | 0.0046 |
| after $H$ | 0.0013 | 1.1022 | 4.1388 |

Doubling the occupied value predicts $2\times0.5211=1.0422$ after $S$, and doubling the virtual value predicts $2\times2.0717=4.1434$ after $H$. The deviations, $0.0007$ and $0.0046$, respect the bound $\|D\|^2=0.0049$ in the same units, and so do the blocks that should vanish.

With $N=10$ and $M=30$ the multiplicities are $N^2=100$, $2N(M-N)=400$ and $(M-N)^2=400$. The numerical Jacobian of $S$ has the eigenvalue 2 with multiplicity 100, and 1 and 0 with 400 each. For $SH$, $HS$ and $SSH$ the eigenvalue 1 occurs 400 times and 0 occurs 500 times.

**Many steps.** The distance $\|X-P\|$ develops as follows, where a step is a single map, so that step 4 in the last column means two pairs:

| step | $S$ alone | $H$ alone | $SH$ pairs |
|---|---|---|---|
| 0 | 0.0022 | 0.0022 | 0.0022 |
| 4 | 0.0083 | 0.0327 | 0.0011 |
| 8 | 0.125 | 0.672 | 0.0011 |
| 12 | 5.39 | 3737 | 0.0011 |

The map $H$ fails sooner here because the truncation made the virtual error larger, by the factor $2.0717/0.5211\approx4$. This is a lead of two doublings, and it is a property of this $D$, not of the map. After 12 steps of $S$ the largest eigenvalue is 6.39, where an occupation of 1 is wanted. After 12 steps of $H$ the lowest is $-3737$.

The first pair $SH$ reduces the largest occupied eigenvalue error from $e=5.207\times10^{-4}$ to $1.084\times10^{-6}$, in agreement with $4e^2=1.084\times10^{-6}$. The largest virtual error falls from $2.071\times10^{-3}$ to $8.58\times10^{-6}$, in agreement with $2e^2$.

**What remains.** After six pairs the defect is below $10^{-12}$, yet the distance from $P$ is still $1.103\times10^{-3}$, almost equal to the initial mixed norm of $1.102\times10^{-3}$. The part of $Z-P$ beyond $T(D)$ has norm $1.98\times10^{-6}$ and shrinks by a factor of 4.00 when $D$ is halved, as a second-order term should. The energy is too high by $1.692\times10^{-6}$ hartree, and the second-order formula gives the same value to these digits.

**Fresh errors.** With a constant random $E$ of norm $10^{-8}$ added in each of 40 steps, the occupied and virtual errors peak at 3.000, 7.000 and 31.000 times the corresponding block of $E$ for $m=1$, 2 and 4. The mixed error ends at 40.000 times that of $E$ in all three cases. First order suffices here, since $(40\times10^{-8})^2=1.6\times10^{-13}$ is far below $10^{-8}$. The final defect is $2.2\times10^{-8}$ for $m=1$ and $2.3\times10^{-7}$ for $m=4$: it follows the diagonal error and does not register the accumulated mixed one.

The numerical check tests the block factors, the eigenvalue laws, the convergence bound for both orders of the pair, and the energy formula.

## Numbers as computed

```
sites 30, occupied orbitals 10
on-site energies (hartree): [-0.3  0.   0.1]
hopping -0.10 hartree, gap 0.2726 hartree
threshold 1e-03, kept elements 318 of 900
norm of D 2.2036e-03, its square 4.856e-06
trace of D 0.0e+00 (absolute value)
block norms: occupied, mixed, virtual
  start  5.2110e-04 1.1022e-03 2.0717e-03
  after S 1.0415e-03 1.1023e-03 4.6329e-06
  after H 1.2920e-06 1.1022e-03 4.1388e-03
Jacobian eigenvalue counts for 0, 1, 2
  S    400 400 100
  H    100 400 400
  SH   500 400 0
  HS   500 400 0
  SSH  500 400 0
distance from P: S only, H only, alternating SH
  step  0 2.2036e-03 2.2036e-03 2.2036e-03
  step  2 2.2768e-03 8.2950e-03 1.1032e-03
  step  4 8.3481e-03 3.2661e-02 1.1026e-03
  step  6 3.2795e-02 1.3716e-01 1.1026e-03
  step  8 1.2483e-01 6.7220e-01 1.1026e-03
  step 10 5.8972e-01 6.8191e+00 1.1026e-03
  step 12 5.3868e+00 3.7369e+03 1.1026e-03
12 steps S: eigenvalues from -5.6400e-16 to 6.3868e+00
12 steps H: eigenvalues from -3.7369e+03 to 1.0000e+00
occupied eigenvalue error 5.2068e-04, after SH 1.0839e-06
virtual eigenvalue error 2.0714e-03, after SH 8.5814e-06
limit: distance from P 1.1026e-03, defect below 1e-12: True
remainder beyond mixed part 1.980e-06, ratio on halving D 4.001
energy error 1.6924e-06 hartree, second-order formula 1.6923e-06 hartree
convergence radius 0.2720
error +0.28 P, pairs SH: final trace 0.000
error -0.28 Q, pairs HS: final trace 30.000
fresh error norm 1.0e-08 per step, 40 steps
run length; peak occupied, peak virtual, final mixed factor; final defect
  1; 3.000, 3.000, 40.000; 2.189e-08
  2; 7.000, 7.000, 40.000; 5.108e-08
  4; 31.000, 31.000, 40.000; 2.262e-07
```
